# The High-Frequency Self-Energy Tail of the Hubbard Model: verification in Python

```python
# RESULT UNDER TEST: high-frequency self-energy of the Hubbard model,
#   Sigma_s(k, i w) = U n + U^2 n (1 - n)/(i w) + O(1/w^2),
# n = occupation per site of the spin opposite to s, U = on-site interaction,
# k = momentum, w = frequency. Energies are in units of the hopping t; hbar = kB = 1.
# The exact side is the Lehmann sum of a fully diagonalized four-site ring.
# xi = one-particle energy minus chemical potential (field included),
# M1, M2, M3 = moments of the one-particle spectral function.
import numpy as np

SITES = 4
MODES = 2 * SITES          # mode index = spin * SITES + site, spin 0 = up, 1 = down
TEMP, FIELD = 0.5, 0.3
MOMENTA = [(0.0, "0"), (np.pi / 2, "pi/2"), (np.pi, "pi")]


def annihilators():
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    parity = np.diag([1.0, -1.0])
    result = []
    for mode in range(MODES):
        matrix = np.eye(1)
        for place in range(MODES):
            factor = parity if place < mode else lower if place == mode else np.eye(2)
            matrix = np.kron(matrix, factor)
        result.append(matrix)
    return np.array(result)


C = annihilators()
NUMBER = np.array([c.T @ c for c in C])


def one_body(mu, hopping=1.0, potential=None, transverse=0.0):
    h = np.zeros((MODES, MODES))
    for spin in (0, 1):
        for i in range(SITES):
            a, b = spin * SITES + i, spin * SITES + (i + 1) % SITES
            h[a, b] -= hopping
            h[b, a] -= hopping
            h[a, a] += -mu - (FIELD if spin == 0 else -FIELD)
            if potential is not None:
                h[a, a] += potential[i]
    for i in range(SITES):
        h[i, i + SITES] -= transverse
        h[i + SITES, i] -= transverse
    return h


class Ensemble:
    """Exact thermal state and Lehmann data of the ring."""

    def __init__(self, h, U):
        self.h, self.U = h, U
        H = np.zeros((2**MODES, 2**MODES))
        for a, b in zip(*np.nonzero(h)):
            H += h[a, b] * C[a].T @ C[b]
        for i in range(SITES):
            H += U * NUMBER[i] @ NUMBER[i + SITES]
        self.H = H
        E, V = np.linalg.eigh(H)
        p = np.exp(-(E - E[0]) / TEMP)
        p /= p.sum()
        self.ops = np.array([V.T @ c @ V for c in C])
        self.gap = E[None, :] - E[:, None]
        self.prob = p[None, :] + p[:, None]
        rho = (V * p) @ V.T
        self.density = np.array([[np.sum(rho * (C[a].T @ C[b]).T)
                                  for b in range(MODES)] for a in range(MODES)])

    def sigma_matrix(self, z):
        flat = self.ops.reshape(MODES, -1)
        kernel = (self.prob / (z - self.gap)).ravel()
        G = (flat * kernel) @ flat.T
        return z * np.eye(MODES) - self.h - np.linalg.inv(G)

    def spectrum(self, k, spin):
        phase = np.exp(-1j * k * np.arange(SITES)) / np.sqrt(SITES)
        block = self.ops[spin * SITES:(spin + 1) * SITES]
        weight = np.abs(np.tensordot(phase, block, axes=1))**2 * self.prob
        keep = weight > 1e-20
        return self.gap[keep], weight[keep]


def k_sigma(poles, weights, xi):
    return lambda z: z - xi - 1.0 / np.sum(weights / (z - poles))


def extract_tail(sigma):
    """Constant and 1/z coefficient of sigma(z), with no use of the formula."""
    estimates = []
    for w in (400.0, 800.0):
        plus, minus = sigma(1j * w), sigma(-1j * w)
        estimates.append(((plus + minus) / 2, 1j * w * (plus - minus) / 2))
    return [(4 * fine - coarse) / 3 for coarse, fine in zip(*estimates)]


def level(k, spin, mu):
    return -2 * np.cos(k) - mu - (FIELD if spin == 0 else -FIELD)


# ---- main example -------------------------------------------------------
U, MU = 8.0, 1.0
ring = Ensemble(one_body(MU), U)
n_up, n_dn = ring.density[0, 0], ring.density[SITES, SITES]
assert abs(n_up - n_dn) > 0.02      # the two spins can be told apart
for a in range(MODES):              # equation of motion as an operator identity
    other = (a + SITES) % MODES
    right = np.tensordot(ring.h[a], C, axes=1) + U * NUMBER[other] @ C[a]
    assert np.allclose(C[a] @ ring.H - ring.H @ C[a], right, atol=1e-10)

S = U**2 * n_dn * (1 - n_dn)
print("Four-site Hubbard ring, all energies in units of t")
print(f"U = {U:.1f}, mu = {MU:.1f}, T = {TEMP:.1f}, field B = {FIELD:.1f}")
print(f"occupation per site: n_up = {n_up:.6f}, n_down = {n_dn:.6f}")
print(f"formula, spin up: U n = {U*n_dn:.6f} t, U^2 n(1-n) = {S:.6f} t^2")
print("Spin-up moments from the Lehmann sum (M1: t, M2: t^2)")
print("k     xi/t      M1        M2         M2-M1^2    Sigma2/t^3")
saved, next_coefficients = {}, []
for k, name in MOMENTA:
    for spin, n in ((0, n_dn), (1, n_up)):
        xi = level(k, spin, MU)
        poles, weights = ring.spectrum(k, spin)
        m0, m1, m2, m3 = [np.sum(weights * poles**q) for q in range(4)]
        assert abs(m0 - 1) < 1e-11
        assert abs(m1 - (xi + U * n)) < 1e-9
        assert abs(m2 - (xi**2 + 2 * U * xi * n + U**2 * n)) < 1e-8
        sigma2 = m3 - 2 * m1 * m2 + m1**3
        sigma = k_sigma(poles, weights, xi)
        w = 2000.0
        rest = sigma(1j * w) - U * n - U**2 * n * (1 - n) / (1j * w)
        # tolerance: next even order in 1/w plus rounding multiplied by w^2
        assert abs(-w**2 * rest.real - sigma2) < 0.02
        if spin == 0:
            saved[name] = (sigma, np.max(np.abs(poles)))
            next_coefficients.append(sigma2)
            print(f"{name:5s} {xi:8.4f} {m1:9.5f} {m2:10.5f} {m2-m1**2:10.6f} {sigma2:11.5f}")
assert np.ptp(next_coefficients) > 0.1   # momentum enters at the next order

print("Spin-up self-energy at Matsubara frequencies (2m+1) pi T, in t")
print("k     m    w/t       Re exact   Im exact   Im tail    |error|    bound")
for name in ("0", "pi"):
    sigma, W = saved[name]
    for m in (1, 10, 100):
        w = (2 * m + 1) * np.pi * TEMP
        exact, tail = sigma(1j * w), U * n_dn + S / (1j * w)
        error, bound = abs(exact - tail), S * W / w**2
        assert error <= bound
        print(f"{name:5s} {m:3d} {w:9.4f} {exact.real:10.6f} {exact.imag:10.6f} "
              f"{tail.imag:10.6f} {error:10.3e} {bound:10.3e}")
print("Pole range W of G used in the bound: "
      + ", ".join(f"k={q}: {saved[q][1]:.4f} t" for q in ("0", "pi")))

# Total weight of -Im Sigma/pi on a line one t above the real axis.
# The map x = 10 tan(theta) covers the whole line.
print("Integrated spin-up self-energy weight, -(1/pi) int Im Sigma dx")
points = 400
theta = (np.arange(points) + 0.5) * np.pi / points - np.pi / 2
for _, name in MOMENTA:
    sigma = saved[name][0]
    density = np.array([-sigma(10 * np.tan(q) + 1j).imag / np.pi for q in theta])
    total = np.sum(density * 10 / np.cos(theta)**2) * np.pi / points
    assert np.all(density > 0) and abs(total - S) < 1e-5
    print(f"k = {name:5s} weight = {total:.6f} t^2")

# ---- weak, strong and attractive interaction ---------------------------
print("Scan of U: spin-up tail extracted from exact Sigma, mean over k")
print("U/t    mu/t   n_down    const/t    U n/t      coeff/t^2   U^2n(1-n)/t^2")
for u, mu in ((1.0, 0.0), (8.0, 1.0), (20.0, 1.0), (-4.0, -2.5)):
    model = Ensemble(one_body(mu), u)
    row = []
    for spin in (0, 1):
        opposite = (1 - spin) * SITES
        n = model.density[opposite, opposite]
        for k, _ in MOMENTA:
            sig = k_sigma(*model.spectrum(k, spin), level(k, spin, mu))
            const, coeff = extract_tail(sig)
            # tolerance: fourth-order remainder after extrapolation in 1/w
            assert abs(const - u * n) < 1e-5 * (1 + abs(u))
            assert abs(coeff - u**2 * n * (1 - n)) < 1e-5 * (1 + u**2)
            if spin == 0:
                row.append((const.real, coeff.real))
    n = model.density[SITES, SITES]
    const, coeff = np.mean(row, axis=0)
    print(f"{u:5.1f} {mu:6.1f} {n:9.6f} {const:10.6f} {u*n:10.6f} "
          f"{coeff:11.5f} {u**2*n*(1-n):11.5f}")

# ---- nonuniform ring: tail is site-diagonal with local occupations -----
rough = Ensemble(one_body(MU, potential=[0.0, 0.7, -0.4, 1.1]), U)
occupation = np.roll(np.diag(rough.density), SITES)   # opposite-spin occupations
const, coeff = extract_tail(rough.sigma_matrix)
assert np.ptp(occupation[:SITES]) > 0.02
assert np.allclose(const, np.diag(U * occupation), atol=1e-4)
assert np.allclose(coeff, np.diag(U**2 * occupation * (1 - occupation)), atol=1e-3)
print("Nonuniform ring, site potentials 0, 0.7, -0.4, 1.1 t (spin up)")
for i in range(SITES):
    print(f"site {i+1}: n_down = {occupation[i]:.6f}, coeff = {coeff[i, i].real:.5f} t^2")
off_site = np.max(np.abs(coeff - np.diag(np.diag(coeff))))
print(f"largest off-diagonal coefficient = {off_site:.1e} t^2")

# ---- isolated sites: closed self-energy at a low frequency -------------
atom = Ensemble(one_body(MU, hopping=0.0), U)
n, z = atom.density[SITES, SITES], 0.7j
closed = U * n + U**2 * n * (1 - n) / (z + MU + FIELD - U * (1 - n))
assert abs(atom.sigma_matrix(z)[0, 0] - closed) < 1e-9
print(f"Isolated site: n_down = {n:.6f}, Sigma_up(0.7i t) = "
      f"{closed.real:.6f} {closed.imag:+.6f}i t")

# ---- transverse field: spin mixing changes the coefficient -------------
mixed = Ensemble(one_body(MU, transverse=0.5), U)
n, s = mixed.density[SITES, SITES], mixed.density[SITES, 0]
coeff = extract_tail(mixed.sigma_matrix)[1][0, 0].real
plain, corrected = U**2 * n * (1 - n), U**2 * (n - n**2 - s**2)
assert abs(coeff - corrected) < 1e-3 and abs(coeff - plain) > 0.01
print(f"Transverse field 0.5 t: n_down = {n:.6f}, s = {s:.6f}")
print(f"coeff = {coeff:.5f}, with s: {corrected:.5f}, without s: {plain:.5f} t^2")

print("ALL CHECKS PASSED")
```

Running it gives:

```
Four-site Hubbard ring, all energies in units of t
U = 8.0, mu = 1.0, T = 0.5, field B = 0.3
occupation per site: n_up = 0.568601, n_down = 0.249003
formula, spin up: U n = 1.992026 t, U^2 n(1-n) = 11.968040 t^2
Spin-up moments from the Lehmann sum (M1: t, M2: t^2)
k     xi/t      M1        M2         M2-M1^2    Sigma2/t^3
0      -3.3000  -1.30797   13.67884  11.968040    72.06665
pi/2   -1.3000   0.69203   12.44694  11.968040    61.38532
pi      0.7000   2.69203   19.21504  11.968040    50.70398
Spin-up self-energy at Matsubara frequencies (2m+1) pi T, in t
k     m    w/t       Re exact   Im exact   Im tail    |error|    bound
0       1    4.7124   0.977181  -1.017308  -2.539697  1.830e+00  9.430e+00
0      10   32.9867   1.929038  -0.348721  -0.362814  6.455e-02  1.924e-01
0     100  315.7301   1.991303  -0.037889  -0.037906  7.227e-04  2.101e-03
pi      1    4.7124   0.982004  -1.278388  -2.539697  1.616e+00  9.430e+00
pi     10   32.9867   1.946740  -0.354478  -0.362814  4.605e-02  1.924e-01
pi    100  315.7301   1.991517  -0.037896  -0.037906  5.086e-04  2.101e-03
Pole range W of G used in the bound: k=0: 17.4967 t, k=pi: 17.4967 t
Integrated spin-up self-energy weight, -(1/pi) int Im Sigma dx
k = 0     weight = 11.968040 t^2
k = pi/2  weight = 11.968040 t^2
k = pi    weight = 11.968040 t^2
Scan of U: spin-up tail extracted from exact Sigma, mean over k
U/t    mu/t   n_down    const/t    U n/t      coeff/t^2   U^2n(1-n)/t^2
  1.0    0.0  0.323111   0.323111   0.323111     0.21871     0.21871
  8.0    1.0  0.249003   1.992026   1.992026    11.96804    11.96804
 20.0    1.0  0.201062   4.021231   4.021233    64.25431    64.25434
 -4.0   -2.5  0.276814  -1.107258  -1.107258     3.20301     3.20301
Nonuniform ring, site potentials 0, 0.7, -0.4, 1.1 t (spin up)
site 1: n_down = 0.234881, coeff = 11.50155 t^2
site 2: n_down = 0.213998, coeff = 10.76496 t^2
site 3: n_down = 0.251786, coeff = 12.05693 t^2
site 4: n_down = 0.176113, coeff = 9.28621 t^2
largest off-diagonal coefficient = 7.1e-08 t^2
Isolated site: n_down = 0.218976, Sigma_up(0.7i t) = -0.416839 -0.306790i t
Transverse field 0.5 t: n_down = 0.270083, s = 0.245839
coeff = 8.74889, with s: 8.74889, without s: 12.61685 t^2
ALL CHECKS PASSED
```
